Why a monolayer's supercell dielectric constant depends on the vacuum

A square lattice of polarizable points, one layer thick, is repeated along its normal with period L. Its in-plane dielectric constant is 2.00 at L = 12 bohr, 1.60 at 20 bohr, 1.30 at 40 bohr and 1.15 at 80 bohr. Nothing in the layer has changed. Which of these numbers is the dielectric constant of the monolayer?

The belief to be examined is that one of them is, or that the sequence will settle on it once there is enough vacuum. The belief has good grounds. In a bulk crystal the dielectric constant is intensive: doubling the cell changes nothing. For a monolayer in a supercell, vacuum is added to separate the periodic images, and one naturally expects a property of the layer to converge as they move apart. The dielectric constant does converge, but to 1, the value for vacuum. It is well defined at each L, as a property of the stack of layers and gaps. What belongs to the layer is a pair of polarizabilities, and the two are extracted from the supercell by different rules.

**What the supercell constant measures**

Hartree atomic units are used with 4πε₀ = 1, so that D = E + 4πP. The response is static and linear. The layer is insulating in its plane, has no permanent dipole along its normal z, and has z as a principal axis; in the plane it is taken to be isotropic. There is one layer per period L.

Let p be the induced dipole moment per unit area of one layer. A cell of lateral area A has volume AL and dipole Ap, so its mean polarization is

P = Ap/(AL) = p/L.

The supercell dielectric constant is defined by D = εE, with E and D averaged over the cell. The factor 1/L is the source of the trouble: the dipole of one layer is divided by a volume that is mostly vacuum. To find the dependence on L we must know which field the layer responds to, and this differs between the two directions.

**In-plane field**

Average the static electric field over the lateral cell at fixed height z. Since the curl of E vanishes, ∂E_x/∂z = ∂E_z/∂x. The lateral average of the right side is zero, because E_z is laterally periodic. The averaged E_x is therefore the same at all heights, in the layer and in the vacuum, and equals the cell average E. An isolated layer in a uniform applied field E is in the same situation, as its own laterally averaged in-plane field is zero. We define its polarizability by

p = α_∥ E.

The dipole per area divided by a field has the dimension of length. Inserting P = p/L into D = E + 4πP gives

ε_∥ E = E + 4πα_∥ E/L,

and after division by E and multiplication by L

(ε_∥ − 1)L = 4πα_∥.

With 4πα_∥ = 12.00 bohr, which is computed for the isolated lattice below, the opening sequence is 1 + 12/12, 1 + 12/20, 1 + 12/40 and 1 + 12/80. The round 12 is an accident of the chosen parameters.

**Out-of-plane field**

Now the field points along z. With no free charge, the divergence of D vanishes. Its lateral average obeys dD_z/dz = 0, so D is the same at all heights. In the vacuum between layers P = 0 and the averaged field equals D. Inside the layer the induced charges reduce the field, so the cell average E is smaller than D.

An isolated layer in an applied field has that applied field on both sides, because a neutral dipole sheet produces no laterally averaged field outside itself. The applied field is thus D, and the polarizability is defined by

p = α_⊥ D.

From D = E + 4πp/L we get

E = D − 4πα_⊥ D/L.

Dividing by D and using E/D = 1/ε_⊥,

1/ε_⊥ = 1 − 4πα_⊥/L,

(1 − 1/ε_⊥)L = 4πα_⊥.

This can be read as a statement about voltage. The potential drop across one period is EL = DL − 4πp: the drop in empty space minus the step produced by the dipole sheet. Adding vacuum adds to the first term and leaves the step alone.

If the in-plane rule is used here by mistake, the result is

ε_⊥ − 1 = ε_⊥(1 − 1/ε_⊥) = ε_⊥ 4πα_⊥/L,

(ε_⊥ − 1)L = 4πα_⊥ ε_⊥.

The false invariant is too large by the factor ε_⊥. It approaches the right value only as fast as ε_⊥ approaches 1, with a relative error ε_⊥ − 1 that falls off as 1/L once L is much larger than 4πα_⊥. In the lattice it is 5.56 bohr at L = 12 bohr and still 3.99 bohr at L = 80 bohr, 5 per cent above the isolated-layer value of 3.80 bohr. The correct combination is 3.80 bohr at both periods.

**The isolated lattice, computed without a supercell**

The rules have content only if the α they yield agrees with that of a single layer calculated on its own. Let the points have polarizability α₀ = 20 bohr³ and spacing a = 6 bohr, so A = 36 bohr². Each carries a dipole m, and p = m/A.

For dipoles along x, a neighbour at in-plane distance R contributes the field m(3x² − R²)/R⁵. On a square lattice x² and y² have equal weight, so x² may be replaced by R²/2 in the sum. With S = Σ R⁻³ over all neighbours,

Σ (3x² − R²)/R⁵ = (3/2 − 1)S = S/2.

The local field is E + (S/2)m, and m is α₀ times it:

m = α₀[E + (S/2)m],

m(1/α₀ − S/2) = E,

α_∥ = m/(AE) = (1/A)/(1/α₀ − S/2).

For dipoles along z each neighbour contributes −m/R³. The local field is D − Sm, and the same algebra gives

α_⊥ = (1/A)/(1/α₀ + S).

Every neighbour opposes a perpendicular dipole. For an in-plane dipole the neighbours in line with it reinforce it and those beside it oppose it, but the sum over all of them is reinforcing. The first formula requires α₀S/2 < 1, since the uniform response diverges at equality. This is necessary for stability but not sufficient: rows of in-plane dipoles with alternating direction reinforce each other more strongly, and would form without a field already at α₀ ≈ 42 bohr³, against 48 bohr³ for the uniform pattern. The value used here is well below both.

The planar sum is S = 0.041822 bohr⁻³. Hence

α_∥ = 1/[36(0.050000 − 0.020911)] = 0.955 bohr = 0.505 Å,

α_⊥ = 1/[36(0.050000 + 0.041822)] = 0.303 bohr = 0.160 Å.

Multiplied by 4π these are 12.00 and 3.80 bohr. The supercell constants come from a separate three-dimensional Ewald sum, in which the dipoles respond to a prescribed macroscopic field. From L = 12 to 80 bohr, both combinations were tested against the isolated-layer values and agree within 3 parts in 10⁴.

**How the invariance fails at small L**

The argument so far used laterally averaged fields. A layer of discrete atoms also has fields that vary along the plane, and a close neighbour feels them. Consider a lattice of unit charges at z = 0. The Fourier component of its potential φ with lateral wave vector G ≠ 0 obeys

(d²/dz² − G²)φ_G = −(4π/A)δ(z).

Away from the plane the bounded solution is C exp(−G|z|). Its slope jumps by −2GC at z = 0, which must equal −4π/A, so

φ_G = (2π/AG) exp(−G|z|).

A dipole lattice has the potential −m·∇φ, and its field component along m is m times the second derivative of φ in that direction. For m along x this brings a factor −G_x²; for m along z, away from the plane, it brings +G².

At a site directly above, at height L, the slowest decay comes from the four shortest vectors, of length G = 2π/a. Two of them have G_x = ±G and two have G_x = 0. With one neighbouring layer above and one below, the field per unit dipole changes by

in-plane: 2 × 2 × (−G²)(2π/AG) exp(−GL) = −(8πG/A) exp(−GL),

out-of-plane: 2 × 4 × G²(2π/AG) exp(−GL) = +(16πG/A) exp(−GL).

At L = 12 bohr these laws give −2.55 × 10⁻⁶ and +5.10 × 10⁻⁶ bohr⁻³. The lattice sums give −2.57 × 10⁻⁶ and +5.14 × 10⁻⁶ bohr⁻³, about 0.8 per cent larger in magnitude. The next vectors, of length √2 G, have a relative weight √2 exp[−(√2 − 1)GL], which is 0.8 per cent here and accounts for the size of the difference.

The effect on the invariant follows from m = E/(1/α₀ − T), where T is the field per unit dipole. A small change δT alters m by the relative amount δT/(1/α₀ − T), which is Aα_∥δT. In the plane this is 34.4 × (−2.57 × 10⁻⁶) = −8.8 × 10⁻⁵, or −0.0011 bohr in 12. The computed invariant at L = 12 bohr is indeed 11.9989 bohr.

The signs belong to layers stacked directly on top of each other. If each layer is shifted by (a/2, a/2) relative to the one below, every one of the four leading terms acquires the factor cos(Ga/2) = cos π = −1 and both corrections change sign.

At L = a = 6 bohr there is no gap left: the stack is a simple cubic crystal. Its dielectric constant is 2.90 in both directions, as cubic symmetry demands. The in-plane combination then lies 5.0 per cent below its isolated value and the out-of-plane one 3.4 per cent above. The invariance is therefore asymptotic in L. In a real layer the exponential near fields are joined by a second condition, that the electron densities of neighbouring layers do not overlap, since the layers would otherwise be chemically altered. These two conditions suffice when the electronic structure of the layer depends only on its local surroundings. Methods built on the screened interaction between electrons, such as GW and the Bethe–Salpeter equation, also feel the screening by the image layers at wave numbers below about 1/L, and that influence decays only as a power of L. For thin sheets with the in-plane polarizability used here, the screened potential at a charge differs from its isolated-layer value by about −0.17, −0.06 and −0.02 eV at L = 20, 40 and 80 bohr. Gaps and polarizabilities from such methods then converge slowly with L.

**Assigning a thickness does not rescue the constant**

One may object that the vacuum should simply be removed: choose a thickness t for the layer and give a uniform slab of that thickness the same dipole. In the plane, p = t(ε_t − 1)E/4π must equal α_∥E. Along the normal, P = (D − E)/4π = (1 − 1/ε_t)D/4π inside the slab, and tP must equal α_⊥D. Therefore

ε_t,∥ = 1 + 4πα_∥/t,

1/ε_t,⊥ = 1 − 4πα_⊥/t.

These are the supercell formulas with L replaced by t. Seen this way, a supercell constant is what one gets by declaring the layer to be as thick as the cell.

For t = 6 bohr the lattice has the constants 3.00 and 2.73; for t = 10 bohr it has 2.20 and 1.61. All four reproduce the same two polarizabilities. The out-of-plane constant diverges at t = 4πα_⊥ = 3.80 bohr and is negative for smaller t, though nothing happens to the layer there. A slab constant can be a convenient parameter if t is stated with it, but the data it carries are α_∥ and α_⊥.

Nor does the choice t = 6 bohr predict the crystal with that layer spacing. The slab values 3.00 and 2.73 lie on either side of the actual 2.90, because near fields between touching layers are missing from them.

**An isolated layer screens differently at each wavelength**

The in-plane result hides an order of limits. The field was uniform along the plane while L was finite, so the wave number q went to zero first. Suppose instead that an external longitudinal field varies as exp(iqx), in phase on all layers. To leading order in q we may neglect the lattice structure and describe each layer by p = α_∥E_layer, where E_layer is the smooth in-plane field at the layer.

The polarization p exp(iqx) carries the surface charge −∂p/∂x, of amplitude −iqp. By the solution found above, with G replaced by q, a surface charge of amplitude σ has the potential (2π/q)σ exp(−q|z|). The in-plane field is −iq times the potential:

−iq(2π/q)(−iqp) exp(−q|z|) = −2πqp exp(−q|z|).

Adding the layers at z = nL, with x = exp(−qL),

Σ exp(−q|n|L) = 1 + 2x/(1 − x) = (1 + x)/(1 − x) = coth(qL/2).

Therefore E_layer = E_ext − 2πq coth(qL/2) α_∥E_layer, and

E_ext/E_layer = 1 + 2πα_∥ q coth(qL/2).

If qL ≪ 1, then coth(qL/2) ≈ 2/(qL), and the factor becomes 1 + 4πα_∥/L, the supercell constant. The sum over layers is then close to the integral of exp(−q|z|)/L over all z, which is 2/(qL): the closer the layers, the more of them contribute within the decay length 1/q. If qL ≫ 1, the hyperbolic cotangent is 1 and the factor is 1 + 2πα_∥q, that of a single sheet. It depends on q and tends to 1 at long wavelength, because the induced sheet charge is proportional to q and its in-plane field, of amplitude 2πqp, vanishes with it. The strength of the screening is set by the length 2πα_∥, here 6.0 bohr. The linear law needs qa ≪ 1. For a single sheet of this lattice the factor is 1.55 at q = 0.1 bohr⁻¹ and 2.01 at q = 0.2 bohr⁻¹, where the law gives 1.60 and 2.20.

For q = 0.005 bohr⁻¹ we have 2πα_∥q = 0.030. At L = 20 bohr the lattice gives a factor 1.600, equal to the supercell ε_∥ to this accuracy. At L = 2000 bohr it gives 1.030, the single-sheet value, while the supercell constant is 1.006. The calculated factors were tested against the coth law to within 5 × 10⁻⁴ at three periods. A supercell constant inserted as a uniform screening constant for charges in an isolated layer would thus miss both the magnitude and the dependence on wavelength.

**Electrons instead of points**

Point dipoles have no extent along z. To check the less intuitive out-of-plane rule for a spread-out density, take electrons in the laterally uniform potential

V(z) = −V₀/cosh²(z/w), V₀ = 1 hartree, w = 2 bohr,

with n = 0.10 electrons per bohr². The potential is taken as the effective one of the ground state. With two spins, n = k_F²/2π, so the Fermi energy above the subband bottom is k_F²/2 = πn = 0.314 hartree. This is below the subband gap of 0.468 hartree, and one subband is occupied. The sheet is metallic in its plane, where a static α_∥ does not exist, but its perpendicular response is finite.

The response includes the Hartree potential of the induced charge and omits any change of exchange and correlation. The omission is not small: a local-density exchange kernel would raise the α_⊥ found below from 0.186 to 0.209 bohr. In the supercell, the electron (charge −1) feels the perturbation Ez + v_ind(z), where v_ind is the periodic Hartree potential without its constant Fourier component. It has no mean slope, so E is the macroscopic field. The function z is not periodic, but its matrix elements follow from the commutator of z with the Hamiltonian H, [H, z] = −d/dz, as

⟨j|z|0⟩ = −⟨j|d/dz|0⟩/(E_j − E₀).

States at zero wave number along z suffice when the occupied state has negligible overlap with its images. First-order perturbation theory gives the admixtures and the dipole,

c_j = −⟨j|Ez + v_ind|0⟩/(E_j − E₀), p = −2n Σ ⟨0|z|j⟩c_j.

The lateral kinetic energy cancels in E_j − E₀, because the perturbation conserves lateral momentum. As v_ind depends on the c_j, the equations are solved together, and ε_⊥ = 1 + 4πp/(LE).

The isolated sheet is treated differently: in an open box, with a small applied field D, the occupied orbital is recomputed until it is consistent with its own induced potential. This gives α_⊥ = 0.186 bohr, or 0.098 Å. The supercells with L = 16, 24 and 32 bohr have ε_⊥ = 1.171, 1.108 and 1.079, and (1 − 1/ε_⊥)L/4π is 0.186 bohr for all three. Agreement with the isolated sheet was tested to 1 part in 10³. The false combination (ε_⊥ − 1)L/4π drifts from 0.218 to 0.201 bohr.

Without the induced Hartree potential the polarizability would be 0.442 bohr, more than twice as large. That number is the response to a given total field, whereas α_⊥ is the response to the applied field D, which the displaced electrons partly cancel inside the sheet, down to about 0.19 D at its centre. The distinction between E and D that decides the supercell rule is thus a large effect within the layer itself.

**What can be reported for the monolayer**

A supercell calculation yields layer properties if ε_∥ and ε_⊥ are converted by their own rules and the results are seen to be steady as L is varied. Steadiness of ε itself is the wrong criterion: it is reached when the layer has been diluted away. The derivation excluded a layer with a permanent normal dipole p₀ per area. Its images produce no laterally averaged field, but in a periodic cell held at zero mean field E the relation D = E + 4πp/L leaves a displacement of order 4πp₀/L acting on the layer before any field is applied. For a strictly linear layer this leaves (1 − 1/ε_⊥)L unchanged. It matters through the nonlinear response, which shifts the extracted α_⊥ by an amount of order 1/L. The derivation also excluded the static in-plane response of a metal. Within their conditions, the opening question has a definite answer. None of the four numbers is the monolayer's dielectric constant, and each of them, multiplied out as (ε_∥ − 1)L/4π, gives its in-plane polarizability of 0.955 bohr. The values for all periods are in the numerical output below.

Computed results

```
MODEL 1: square lattice of polarizable points
spacing a = 6.0 bohr, site polarizability = 20.0 bohr^3
planar sum S = 0.041822 bohr^-3
isolated alpha_par  = 0.95493 bohr = 0.50533 angstrom
isolated alpha_perp = 0.30252 bohr = 0.16008 angstrom
4 pi alpha_par = 12.0000 bohr, 4 pi alpha_perp = 3.8015 bohr
Supercell; L and the last three columns in bohr
  L  eps_par eps_perp (eps_par-1)L (1-1/eps_perp)L (eps_perp-1)L
   6   2.9008   2.9008    11.4046        3.9316        11.4046
  12   1.9999   1.4637    11.9989        3.8017         5.5647
  20   1.6000   1.2347    12.0000        3.8015         4.6937
  40   1.3000   1.1050    12.0000        3.8015         4.2008
  80   1.1500   1.0499    12.0000        3.8015         3.9912
L = a: deviation of invariants = -4.96 % in-plane, 3.42 % out-of-plane
Near-field shift of local-field coefficient at L = 12 bohr (bohr^-3)
  in-plane:     lattice -2.568e-06, leading law -2.550e-06
  out-of-plane: lattice 5.137e-06, leading law 5.099e-06
In-plane screening factor at q = 0.005 bohr^-1
  L =    20 bohr: lattice 1.6004, coth law 1.6005, q->0 supercell 1.6000
  L =   200 bohr: lattice 1.0648, coth law 1.0649, q->0 supercell 1.0600
  L =  2000 bohr: lattice 1.0299, coth law 1.0300, q->0 supercell 1.0060
Constants obtained by assigning a thickness t to the same layer
  t = 6 bohr: in-plane 3.000, out-of-plane 2.729
  t = 10 bohr: in-plane 2.200, out-of-plane 1.613
MODEL 2: quantum well, perpendicular response
depth = 1.0 hartree, width = 2.0 bohr, sheet density = 0.10 bohr^-2
Fermi energy above subband bottom = 0.3142 hartree, subband gap = 0.4681 hartree
alpha_perp without induced Hartree potential = 0.44152 bohr
isolated alpha_perp, finite field = 0.18611 bohr = 0.09849 angstrom
  L(bohr)  eps_perp  (1-1/eps_perp)L/(4 pi) (bohr)  (eps_perp-1)L/(4 pi) (bohr)
    16    1.17118       0.18609               0.21795
    24    1.10799       0.18614               0.20624
    32    1.07886       0.18614               0.20082
```
